# Long-wavelength screening of in-plane potentials by an isolated insulating monolayer

The polarization of a sheet is a dipole moment per area, measured in C/m, whereas that of a solid is a dipole moment per volume. If the sheet responds to an in-plane field as $\mathbf P=\alpha\mathbf E$, then $\alpha/\epsilon_0$ is a length. A static potential of wavevector $q$ acting on an ideally thin sheet in vacuum brings in one other length, $1/q$, so the dimensionless screening factor must have the form

$$\epsilon(q)=f\!\left(\frac{\alpha q}{\epsilon_0}\right).$$

Letting $q\to0$ at fixed $\alpha$ is therefore equivalent to letting $\alpha\to0$ at fixed $q$. In the second limit there is no sheet and no screening, so $f(0)=1$: however polarizable the sheet, it leaves long waves unscreened. A three-dimensional insulator has a dimensionless susceptibility, and the same argument does not apply to it.

To find $f$, let $z$ be the distance from the sheet and $x$ the direction of $\mathbf q$ in the plane. The layer is taken to be isotropic in its plane and free of mobile carriers. A surface charge $\sigma e^{iqx}$ produces a potential $\varphi(z)e^{iqx}$. Away from the sheet Laplace's equation gives $\varphi''=q^2\varphi$, whose decaying solution is $\varphi=Ce^{-q|z|}$. Gauss's law across the sheet reads $-\epsilon_0[\varphi'(0^+)-\varphi'(0^-)]=\sigma$, or $2\epsilon_0qC=\sigma$. Hence

$$\varphi(z)=\frac{\sigma}{2\epsilon_0q}\,e^{-q|z|}.$$

Let $\varphi_{\rm ext}$ be the amplitude applied in the absence of the layer and $\varphi_{\rm tot}$ the amplitude in its presence. The total field is $E_x=-iq\varphi_{\rm tot}$, and the bound charge is

$$\sigma_{\rm ind}=-\partial_xP_x=-iq\,\alpha(-iq\varphi_{\rm tot})=-\alpha q^2\varphi_{\rm tot}.$$

Its own potential in the plane is $\sigma_{\rm ind}/(2\epsilon_0q)$, so

$$\varphi_{\rm tot}=\varphi_{\rm ext}-\frac{\alpha q}{2\epsilon_0}\varphi_{\rm tot},\qquad
\epsilon(q)\equiv\frac{\varphi_{\rm ext}}{\varphi_{\rm tot}}=1+r_0q,\qquad r_0=\frac{\alpha}{2\epsilon_0}.$$

Two derivatives supply $q^2$ and the Coulomb potential of a sheet removes one power. For an ideal sheet with constant $\alpha$ the law holds at any $q$; for a real layer it is the start of an expansion.

The constancy of $\alpha$ at small $q$ rests on the energy gap. Consider independent electrons in a total potential $\varphi_0\cos qx$. The polarization energy per area is $-\tfrac12\alpha\langle E^2\rangle=-\tfrac14\alpha q^2\varphi_0^2$. Second-order perturbation theory gives the same energy from transitions between filled states $v$ and empty states $c$. Each of the two exponentials in the cosine has amplitude $\varphi_0/2$ and the matrix element $\langle u_{c,k+q}|u_{v,k}\rangle$, where $u$ is the periodic part of a Bloch state. This overlap vanishes at $q=0$ by orthogonality. To find its first-order term, differentiate $H_ku_c=E_cu_c$ with respect to $k_x$ and project on $u_v$:

$$\langle u_v|\partial_kH|u_c\rangle=(E_c-E_v)\langle u_v|\partial_ku_c\rangle .$$

The squared overlap is therefore $q^2|X_{cv}|^2$ to leading order, with $X_{cv}=\langle u_c|\partial_kH|u_v\rangle/(E_c-E_v)$. Adding the two exponentials and equating the energies,

$$-\frac{\alpha q^2\varphi_0^2}{4}=-2\,\frac{e^2\varphi_0^2q^2}{4}\,\frac1A\sum_{v,c,k}\frac{|X_{cv}|^2}{E_c-E_v},
\qquad
\alpha=\frac{2e^2}{A}\sum_{v,c,k}\frac{|X_{cv}|^2}{E_c-E_v},$$

where $A$ is the area and the sum includes spin. A gap keeps the denominators away from zero and the sum finite.

If filled and empty bands instead touch at a cone of velocity $v_F$, the low-energy model at zero temperature has no length of its own. The density response to a potential energy has the dimension of 1/(energy × area), so it must vary as $q^2/(\hbar v_Fq)=q/(\hbar v_F)$. The Coulomb factor $1/q$ then makes $\epsilon$ tend to a constant different from one. A honeycomb tight-binding model with lattice constant 0.30 nm and hopping 1.50 eV shows the difference: doubling the wavevector from 0.3 to 0.6 nm$^{-1}$, well inside the Brillouin zone, multiplies the charge response by 3.976 with a 2.00 eV gap and by about 2.00 without one.

Electrons in a crystal also feel fields that vary within the unit cell. Let $\Pi_{GG'}$ be the charge response to the total potential, with $G$ labelling reciprocal lattice vectors in the plane, and let $v_G=1/(2\epsilon_0|\mathbf q+\mathbf G|)$. Eliminating the components with $G\ne0$ leaves the response to the macroscopic potential,

$$\bar\Pi=\Pi_{00}+\sum_{G,G'\ne0}\Pi_{0G}\left[(1-v\Pi)^{-1}v\right]_{GG'}\Pi_{G'0}.$$

With a gap, $\Pi_{GG'}$ can be expanded in powers of the components of $\mathbf q$. A uniform potential moves no charge, and the total charge is conserved, so the zeroth-order terms vanish and each index 0 contributes a factor $q$. Thus $\Pi_{00}\propto q^2$ and $\Pi_{0G}\propto q$. The bracket is regular at $q=0$, because the singular term $v_0$ is not in it. Hence $\bar\Pi=-\alpha q^2$ again, with an $\alpha$ that now contains the local fields. In a layer of finite thickness the regular part of the Coulomb interaction between different heights is absorbed in the same way.

In the honeycomb model the local fields drop out of the slope. Each site has threefold symmetry and carries a single orbital of rigid shape, so it can only change its population, and a scalar change of site population cannot be linear in an in-plane vector field. Real atoms also polarize internally, which threefold symmetry allows, so in a real layer the local fields do not drop out in this way. The formula for $\alpha$ gives $r_0=0.7849$ nm, and the full response with local fields gives slopes of 0.7849 nm along both axes. When the hopping on one of the three bonds is raised by a factor 1.5, the symmetry is lost. For a field along that bond the slope without local fields is 1.2955 nm and with them 1.280 nm, a reduction of 1.2% relative to the former. This figure is for site charges smeared into Gaussians of standard deviation 0.08 nm and depends strongly on that width: at 0.04 nm the reduction is 4.3%.

A real layer has a thickness $d$. Model it as a slab with in-plane constant $\epsilon_\parallel$ and out-of-plane constant $\epsilon_\perp$, and let the applied potential be uniform across it. Such a potential requires an external charge density $\epsilon_0q^2\varphi_{\rm ext}$ inside the slab, so Gauss's law there reads

$$\epsilon_\perp\varphi''-\epsilon_\parallel q^2\varphi=-q^2\varphi_{\rm ext}.$$

The solution even in $z$ is $\varphi=\varphi_{\rm ext}/\epsilon_\parallel+B\cosh\kappa z$ with $\kappa=q\sqrt{\epsilon_\parallel/\epsilon_\perp}$. Outside, the induced potential decays as $e^{-q|z|}$. The applied potential has no slope in $z$ inside the slab, so continuity of the induced normal displacement at the upper face requires

$$\epsilon_\perp\varphi'(d/2)=-q\left[\varphi(d/2)-\varphi_{\rm ext}\right].$$

Write $u=\kappa d/2$ and $s=\epsilon_\perp\kappa/q=\sqrt{\epsilon_\parallel\epsilon_\perp}$. The condition becomes $B(\cosh u+s\sinh u)=\varphi_{\rm ext}(1-1/\epsilon_\parallel)$. The average of $\cosh\kappa z$ over the thickness is $\sinh u/u$, and therefore

$$\frac{\langle\varphi_{\rm tot}\rangle}{\varphi_{\rm ext}}=\frac1{\epsilon_\parallel}+\left(1-\frac1{\epsilon_\parallel}\right)\frac{\sinh u/u}{\cosh u+s\sinh u}.$$

For long waves set $y=qd/2$, so that $su=\epsilon_\parallel y$ and $u^2=\epsilon_\parallel y^2/\epsilon_\perp$. Through second order the last fraction is $1-\epsilon_\parallel y+\epsilon_\parallel^2y^2-u^2/3$, which gives

$$\frac{\langle\varphi_{\rm tot}\rangle}{\varphi_{\rm ext}}=1-(\epsilon_\parallel-1)y+(\epsilon_\parallel-1)\left(\epsilon_\parallel-\frac1{3\epsilon_\perp}\right)y^2.$$

The second-order term of the inverse is the square of the first-order coefficient minus the second-order one. Since $(\epsilon_\parallel-1)^2-(\epsilon_\parallel-1)\epsilon_\parallel=-(\epsilon_\parallel-1)$,

$$\epsilon(q)=1+r_0q\left[1-\frac{qd}{2}\left(1-\frac1{3\epsilon_\perp}\right)\right]+O(q^3),\qquad r_0=\frac{(\epsilon_\parallel-1)d}{2}.$$

In the opposite limit, $qd\gg1$, the term containing $\sinh u/u$ becomes negligible beside $1/\epsilon_\parallel$, and $\epsilon\to\epsilon_\parallel$. The slab screens like a bulk solid when the wavelength is short compared with its thickness; for an atomic layer this limit belongs to the slab model, since a continuum description has by then lost its meaning.

The position of the source and the point of observation also matter at first order. For any applied potential of amplitude 1 at the midplane, subtract the Poisson equation for $\varphi_{\rm ext}$ from that for $\varphi$:

$$(\epsilon_\perp\varphi'-\varphi_{\rm ext}')'=q^2(\epsilon_\parallel\varphi-\varphi_{\rm ext}).$$

The bracket on the left equals the slope of the induced potential just outside each face, which is $-q\varphi_t$ at the top and $+q\varphi_b$ at the bottom, where $\varphi_t$ and $\varphi_b$ are the induced potentials there. Integrating over the slab gives $-q(\varphi_t+\varphi_b)=q^2(\epsilon_\parallel-1)d$ to leading order, so

$$\tfrac12(\varphi_t+\varphi_b)=-r_0q.$$

If $\epsilon_\parallel$ varies with height, the same integration gives $r_0=\tfrac12\int(\epsilon_\parallel-1)\,dz$. For one lopsided profile this integral is 3.000 nm, and a numerical solution of Poisson's equation gives a slope of 3.000 nm.

Because $\varphi_t$ and $\varphi_b$ are of order $q$, the bracket is of order $q^2$ throughout the slab. Hence $\varphi'=\varphi_{\rm ext}'/\epsilon_\perp$ to first order, and the induced part has slope $\varphi_{\rm ind}'=-(1-1/\epsilon_\perp)\varphi_{\rm ext}'$. Define $r_\perp=\tfrac12d(1-1/\epsilon_\perp)$. A distant source above the layer has $\varphi_{\rm ext}'=q$, so $\varphi_t-\varphi_b=-2r_\perp q$. The ratio of applied to total potential then has slope $r_0+r_\perp$ at the near face, $r_0$ at the midplane and $r_0-r_\perp$ at the far face. A charge sheet at the midplane has $\varphi_{\rm ext}'=-q$ above it and $+q$ below. The two faces are then equal, and going inward from a face to the centre lowers the induced potential by a further $r_\perp q$, so the slope is $r_0+r_\perp$. The in-plane polarizability alone sets the slope for an applied potential uniform across the layer, or at the midplane for a distant source if $\epsilon_\perp$ is symmetric about that plane.

First-principles codes with three-dimensional periodicity repeat the layer with a period $L$. If all copies carry the same in-plane wave, the induced potentials add as

$$\sum_{n=-\infty}^{\infty}e^{-q|n|L}=1+\frac{2}{e^{qL}-1}=\coth\frac{qL}{2},\qquad \epsilon=1+r_0q\coth\frac{qL}{2}.$$

At fixed $q$, $L\to\infty$ restores the isolated layer. At fixed $L$, $q\to0$ gives $\epsilon_{\rm cell}=1+2r_0/L$, a number that depends on the vacuum chosen. The order of the limits matters, and the quantity to extract is

$$r_0=\frac{L(\epsilon_{\rm cell}-1)}2,$$

provided that $\epsilon_{\rm cell}$ is the in-plane constant and that neighbouring layers do not overlap electronically.

For a worked example take $d=0.60$ nm, $\epsilon_\parallel=15.0$ and $\epsilon_\perp=6.0$. Then $r_0=0.60\times14.0/2=4.2$ nm, $\alpha/\epsilon_0=8.4$ nm, $\alpha=7.44\times10^{-20}$ F and $r_\perp=0.25$ nm. Numerical solution of Poisson's equation gives a slope of 4.200 nm for the uniform potential, 4.450 nm for the midplane charge, and 4.450, 4.200 and 3.950 nm at the near face, midplane and far face for a distant source. Periodic cells of 2.0 and 4.0 nm have $\epsilon_{\rm cell}=5.200$ and 3.100; both return $r_0=2.0\times4.200/2=4.0\times2.100/2=4.2$ nm.

Let the applied potential have amplitude 10 mV and wavelength 100 nm. Then $q=0.0628$ nm$^{-1}$, $r_0q=0.264$ and $\epsilon=1.264$, so 7.91 mV remains. The complete slab formula gives 1.259 and 7.94 mV; the linear law overestimates $\epsilon$ by 0.4% relative to the slab value. The second-order coefficient, $-1.19$ nm$^2$, accounts for this difference. Treating $\epsilon_\parallel=15$ as a constant screening factor would leave 0.67 mV, too small by a factor of about twelve. The linear law reaches $\epsilon=2$ at a wavelength of $2\pi r_0\approx26$ nm.

These parameters lie in the rough regime of monolayer MoS$_2$, for which $r_0$ is a few nanometres; they are round inputs, not computed material data. Two effects left out so far, the surroundings of the layer and mobile charge, can exceed the correction $r_0q$. Suppose a dielectric $\epsilon_s$ fills one side and the source lies in the sheet, and let $\varphi_{\rm ext}$ now be the potential the source would have in vacuum, with neither layer nor dielectric. Gauss's law becomes $\epsilon_0q(1+\epsilon_s)\varphi_{\rm tot}=\sigma_{\rm ext}-\alpha q^2\varphi_{\rm tot}$, with $\sigma_{\rm ext}=2\epsilon_0q\varphi_{\rm ext}$, so $\epsilon=(1+\epsilon_s)/2+r_0q$. For an oxide with $\epsilon_s=3.9$ the long-wavelength limit is 2.45 instead of 1, and at 100 nm $\epsilon=2.71$. The limit of 2.45 is the screening by the oxide alone. Relative to the potential with the oxide but without the layer, the factor for an ideal sheet lying directly on the oxide is $1+2r_0q/(1+\epsilon_s)$. A finite thickness changes the coefficient of $q$, because the source then sits slightly above the oxide, but the factor still tends to one: the layer itself leaves long waves unscreened here too.

Mobile carriers of density $n$, dilute enough to obey Boltzmann statistics and treated as independent particles in the mean potential, add a charge $-(e^2n/k_BT)\varphi_{\rm tot}$ and hence a term

$$\Delta\epsilon=\frac{e^2n}{2\epsilon_0k_BTq}.$$

This grows at long wavelength, so the limit of one is lost. At 300 K this formula gives 0.56 for a density of $10^{10}$ cm$^{-2}$, twice the insulating correction, and makes the two equal at $4.7\times10^9$ cm$^{-2}$. These are order-of-magnitude estimates: at such densities the mutual repulsion of the carriers is comparable to $k_BT$, and in a classical-fluid estimate it raises the 0.56 by roughly half. Unintentional doping in real samples can be well above this, and the linear law then applies at this wavelength if those charges are immobile, with an $r_0$ that includes the polarizability of the carriers bound to defects. For band masses of half the electron mass and a spin-valley degeneracy of four, thermal excitation across a 2.0 eV gap supplies a negligible $2\times10^{-4}$ cm$^{-2}$.

The other effects estimated here are smaller. The out-of-plane term is $r_\perp q=0.016$. The relative displacement $w$ of the ions within a cell follows from $\mu\omega^2w=ZeE$, where $Z$ is the Born charge number, $\mu$ the reduced mass and $\omega$ the transverse phonon frequency. With cell area $A_c$ it adds $Z^2e^2/(2\epsilon_0A_c\mu\omega^2)$ to $r_0$. For the rough values $Z=1$, $\hbar\omega=50$ meV, $A_c=0.088$ nm$^2$ and $\mu=38.4$ u this is 0.045 nm, or 1.1% of $r_0$. In a piezoelectric layer such as MoS$_2$ a static wave also strains the lattice, which can add a term of similar size or a few times larger, depending on the direction of the wave; it is not included here. In the honeycomb model the variation of $\alpha$ with $q$ lowers the slope by about 0.01% at this wavelength. The applied field amplitude, 0.0063 MV/cm, is far below breakdown fields, which are roughly of order MV/cm, so a linear response of the bound electrons is a reasonable assumption.

## Numbers as computed

```
thickness d = 0.60 nm; eps_par = 15.0; eps_perp = 6.0
r0 = 4.200 nm; alpha/eps0 = 8.400 nm; alpha = 7.438e-20 F
r_perp = 0.250 nm
numerical slope, uniform potential = 4.200 nm
numerical slope, charge at midplane = 4.450 nm
numerical slopes, distant source, near face/midplane/far face = 4.450/4.200/3.950 nm
lopsided profile: integral r0 = 3.000 nm, numerical slope = 3.000 nm
second-order coefficient = -1.190 nm^2
supercell L = 2.0 nm: eps_cell = 5.200, r0 = 4.200 nm
supercell L = 4.0 nm: eps_cell = 3.100, r0 = 4.200 nm
honeycomb model: a = 0.30 nm, hopping = 1.50 eV, gap = 2.00 eV
honeycomb r0 from dipoles = 0.7849 nm
honeycomb slopes with local fields, x/y = 0.7849/0.7849 nm
strained (one bond x1.5): r0 without local fields = 1.2955 nm
strained: slope with local fields = 1.2804 nm
response growth on doubling q: gapped = 3.976, gapless = 2.006
wavelength = 100 nm; q = 0.06283 nm^-1; r0*q = 0.2639
epsilon, linear law = 1.2639; finite slab = 1.2593
epsilon through second order = 1.2592
applied amplitude = 10.0 mV; screened, linear law = 7.912 mV
screened, finite slab = 7.941 mV
screened if eps_par were used = 0.667 mV
applied in-plane field amplitude = 0.00628 MV/cm
out-of-plane term r_perp*q = 0.0157
oxide constant = 3.9; epsilon on oxide = 2.7139; its q=0 limit = 2.450
temperature = 300 K; kT = 0.02585 eV; carrier mass = 0.50 m_e; spin-valley factor = 4
effective band density = 1.080e+13 cm^-2
residual carriers = 1.0e+10 cm^-2; added to epsilon = 0.5567
carrier density matching r0*q = 4.738e+09 cm^-2
thermal carriers across 2.0 eV gap = 1.71e-04 cm^-2
lattice inputs: Born charge = 1.0 e, phonon = 50 meV, cell = 0.088 nm^2, reduced mass = 38.4 u
lattice addition to r0 = 0.0448 nm (1.07 %)
band-dispersion loss of slope, honeycomb model = 0.0119 %
```
